# Pauli and direct relativistic corrections for hydrogen in Gaussian bases

**Q:** I computed the leading relativistic shift of the hydrogen ground state in a Gaussian basis, once with the Pauli operators and once with direct perturbation theory. The two numbers disagree. Both are supposed to be the coefficient of \(1/c^2\), so how can that be?

**A:** They agree for an exact Schrödinger eigenfunction, and yours is not one. To see what follows, we need both expressions from a common origin.

I use atomic units, a fixed point nucleus and energies measured from the electron's rest energy. Let \(\varphi\) be the upper Dirac component and \(\chi\) the lower one multiplied by \(c\). The Dirac equation is then

\[
V\varphi+\sigma\!\cdot\!p\,\chi=E\varphi,\qquad
\sigma\!\cdot\!p\,\varphi-2\chi+\frac{V}{c^2}\chi=\frac{E}{c^2}\chi .
\]

With \(\varepsilon=1/c^2\), both equations say that the functional

\[
F=\langle\varphi|V|\varphi\rangle+2\,\mathrm{Re}\langle\varphi|\sigma\!\cdot\!p\,\chi\rangle-2\langle\chi|\chi\rangle+\varepsilon\langle\chi|V|\chi\rangle-E\big(\langle\varphi|\varphi\rangle+\varepsilon\langle\chi|\chi\rangle\big)
\]

is stationary in \(\varphi\) and \(\chi\). At a solution \(F=0\).

At \(\varepsilon=0\), stationarity in \(\chi\) gives \(\chi=\tfrac12\sigma\!\cdot\!p\,\varphi\). Since \((\sigma\!\cdot\!p)^2=p^2\), the second and third terms of \(F\) become \(\langle p^2\rangle-\tfrac12\langle p^2\rangle=\tfrac12\langle p^2\rangle\). What remains is the Schrödinger problem with \(H=p^2/2+V\).

Now differentiate \(F=0\) with respect to \(\varepsilon\) at \(\varepsilon=0\). Changes of \(\varphi\) and \(\chi\) drop out by stationarity. The explicit dependence leaves, for normalized \(\varphi\), \(\langle\chi|V-E|\chi\rangle-dE/d\varepsilon=0\). The direct correction is therefore \(E_D/c^2\) with

\[
E_D=\tfrac14\langle\sigma\!\cdot\!p\,\varphi|\,V-E\,|\sigma\!\cdot\!p\,\varphi\rangle .
\]

**Q:** Does that derivation survive in a finite basis?

**A:** Yes, if the lower component is expanded in the functions \(\sigma\!\cdot\!p\,g_k\), where \(g_k\) are the basis functions of the upper one. This is kinetic balance. The function \(\tfrac12\sigma\!\cdot\!p\,\varphi\) then lies in the lower space, and stationarity within the two spaces is all that was used. Here \(E\) is the variational energy of that basis. So \(E_D\) is the true first derivative of the finite-basis Dirac energy. The numerical check confirms this for 16 Gaussians, where both routes give \(-0.11978\).

**Q:** Where do the Pauli operators come from, then?

**A:** From rewriting \(E_D\) and eliminating \(E\). The product rule \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) gives

\[
\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p=p\!\cdot\!Vp+i\sigma\!\cdot\!(pV\times p).
\]

In the last term \(pV=Vp-i\nabla V\) and \(p\times p=0\), so it equals \(\sigma\!\cdot\!(\nabla V\times p)\). For the first term, let it act on a function \(f\):

\[
p\!\cdot\!Vp\,f=-V\nabla^2f-\nabla V\!\cdot\!\nabla f .
\]

Expanding \(\nabla^2(Vf)\) shows that \(\nabla V\!\cdot\!\nabla f=\tfrac12[\nabla^2(Vf)-V\nabla^2f-f\nabla^2V]\). Inserting this,

\[
p\!\cdot\!Vp=\tfrac12(p^2V+Vp^2)+\tfrac12(\nabla^2V).
\]

Hence

\[
E_D=\tfrac18\langle p^2V+Vp^2\rangle+\tfrac18\langle\nabla^2V\rangle+\tfrac14\langle\sigma\!\cdot\!(\nabla V\times p)\rangle-\tfrac14E\langle p^2\rangle .
\]

If \(H\varphi=E\varphi\) holds, the last term may be written with \(H\) in place of \(E\):

\[
-\tfrac14E\langle p^2\rangle=-\tfrac18\langle p^2H+Hp^2\rangle=-\tfrac18\langle p^4\rangle-\tfrac18\langle p^2V+Vp^2\rangle .
\]

The mixed terms cancel, and the Pauli expression remains:

\[
E_P=-\tfrac18\langle p^4\rangle+\tfrac18\langle\nabla^2V\rangle+\tfrac14\langle\sigma\!\cdot\!(\nabla V\times p)\rangle .
\]

These are the mass-velocity, Darwin and spin-orbit terms. The Pauli form has used the Schrödinger equation once more than the direct form.

**Q:** And my Gaussian function does not satisfy that equation. What does the extra use cost?

**A:** Subtract the two expressions without assuming \(H\varphi=E\varphi\). The Darwin and spin-orbit terms are common and cancel. With \(\langle p^2V+Vp^2\rangle=2\,\mathrm{Re}\langle p^2\varphi|V\varphi\rangle\),

\[
E_P-E_D=-\tfrac18\langle p^2\varphi|p^2\varphi\rangle-\tfrac14\mathrm{Re}\langle p^2\varphi|V\varphi\rangle+\tfrac14E\langle p^2\varphi|\varphi\rangle .
\]

Taking out the factor \(-\tfrac14\) leaves \(\tfrac12p^2+V-E\) acting on \(\varphi\):

\[
\boxed{E_P-E_D=-\tfrac14\,\mathrm{Re}\,\langle p^2\varphi|R\rangle,\qquad R=(H-E)\varphi .}
\]

\(R\) is the Schrödinger residual. Gaussians are smooth, so every integral here exists for the Coulomb potential, including the delta function in \(\nabla^2V\). The identity does not need a variational \(\varphi\).

**Q:** But my \(\varphi\) is variational, so \(R\) is orthogonal to the basis. Why is the overlap not zero?

**A:** Because \(p^2\varphi\) generally leaves the basis. For \(g_k=e^{-\alpha_kr^2}\),

\[
p^2g_k=(6\alpha_k-4\alpha_k^2r^2)\,g_k .
\]

The first part is in the basis and gives nothing. The second part contains \(r^2g_k\), which is also what appears when an exponent is varied. Write \(\varphi=\sum_kc_kg_k\) with real \(c_k\). The coefficients are already optimal, so their response does not contribute to the energy derivative:

\[
\frac{\partial E}{\partial\alpha_k}=2\Big\langle\frac{\partial\varphi}{\partial\alpha_k}\Big|R\Big\rangle=-2c_k\langle r^2g_k|R\rangle .
\]

Therefore \(\langle p^2\varphi|R\rangle=-4\sum_k\alpha_k^2c_k\langle r^2g_k|R\rangle=2\sum_k\alpha_k^2\,\partial E/\partial\alpha_k\), and

\[
E_P-E_D=-\tfrac12\sum_k\alpha_k^2\frac{\partial E}{\partial\alpha_k}.
\]

**Q:** Then the difference would vanish if I optimized all the exponents!

**A:** It does. With four fully optimized Gaussians both forms give \(-0.11925\). The exact value is \(-0.125\), so both are wrong by the same 4.6 % of it. Agreement between the two forms is thus no proof of a converged basis, and a claim that the direct form converges faster cannot hold for such sets. It needs a statement of how the basis grows.

**Q:** Mine is even-tempered: a fixed ratio between neighbouring exponents, extended to tighter functions. What should I expect there?

**A:** First, the exact limit. For hydrogen \(V=-1/r\), \(E_0=-\tfrac12\) and \(\varphi_0=e^{-r}/\sqrt\pi\), so \(\langle1/r\rangle=4\int_0^\infty re^{-2r}dr=1\) and \(\langle1/r^2\rangle=4\int_0^\infty e^{-2r}dr=2\). There is no spin-orbit term in an s state. Since \(|\nabla\varphi_0|=\varphi_0\), the direct form gives

\[
E_D=\tfrac14\langle V-E_0\rangle=\tfrac14\left(-1+\tfrac12\right)=-\tfrac18 .
\]

For the Pauli form, \(p^2\varphi_0=2(E_0-V)\varphi_0\) gives \(\langle p^4\rangle=4\langle(1/r-\tfrac12)^2\rangle=4(2-1+\tfrac14)=5\). With \(\nabla^2V=4\pi\delta(\mathbf r)\), the Darwin term is \(\tfrac{\pi}{2}|\varphi_0(0)|^2=\tfrac12\). The sum is \(-\tfrac58+\tfrac12=-\tfrac18\), as it must be.

Now let the largest exponent be \(\alpha_{\max}\). The basis resolves distances down to about \(h=\alpha_{\max}^{-1/2}\). Gaussians have zero slope at the nucleus, whereas \(\varphi_0\) has a cusp, so the error \(\delta=\varphi-\varphi_0\) sits mainly within \(r\sim h\). I assume that it keeps its shape as \(h\) shrinks:

\[
\delta(r)\approx h\,\varphi_0(0)\,f(r/h),
\]

with \(f\) falling off fast enough. The prefactor \(h\) makes the slope error independent of \(h\), as a missing cusp requires. The volume of the region is of order \(h^3\). This gives three estimates:

- **Energy.** For normalized \(\varphi\), \(E-E_0=\langle\delta|H-E_0|\delta\rangle\), because \((H-E_0)\varphi_0=0\). Its leading part is \(\tfrac12\int|\nabla\delta|^2\sim h^3\).
- **Direct correction.** The error contains \(\tfrac12\int V\,\nabla\varphi_0\!\cdot\!\nabla\delta\) and \(\tfrac14\int V|\nabla\delta|^2\). The gradients are of order one and \(V\sim1/h\), so both scale as \(h^{-1}h^3=h^2\).
- **Residual term.** Both \(p^2\varphi\) and \(R\approx\tfrac12p^2\delta\) are of order \(1/h\), so their overlap scales as \(h^{-2}h^3=h\).

In terms of \(\alpha_{\max}\), the errors should fall as \(\alpha_{\max}^{-3/2}\) for the energy, \(\alpha_{\max}^{-1}\) for the direct form and \(\alpha_{\max}^{-1/2}\) for the Pauli form. This is a scaling argument, not a proof.

**Q:** Is there a reason behind the different powers, beyond counting \(h\)?

**A:** It lies in how \(\varphi\) would respond to each perturbation. Let \(D=\tfrac14\sigma\!\cdot\!p(V-E_0)\sigma\!\cdot\!p\), and let \(\varphi_1\) solve

\[
(H-E_0)\varphi_1=\left(-\tfrac18-D\right)\varphi_0 .
\]

The part of the error linear in \(\delta\) is \(2\langle\delta|D\varphi_0\rangle\). Replacing \(D\varphi_0\) by this equation gives

\[
2\langle\delta|D\varphi_0\rangle=-\tfrac14\langle\delta|\varphi_0\rangle-2\langle(H-E_0)\delta|\varphi_1\rangle .
\]

Normalization makes \(2\langle\delta|\varphi_0\rangle=-\langle\delta|\delta\rangle\), which is quadratic. Also \((H-E_0)\delta=R+(E-E_0)\varphi\), and \(E-E_0\) is quadratic too. What remains is \(-2\langle R|\varphi_1\rangle\). As \(R\) is orthogonal to the basis, any basis function \(g\) may be subtracted:

\[
-2\langle R|\varphi_1\rangle=-2\langle R|\varphi_1-g\rangle .
\]

This linear part is small if the basis can represent \(\varphi_1\) as well as \(\varphi_0\). The kinetic part of this overlap is a product of \(\nabla\delta\) and \(\nabla(\varphi_1-g)\), of order \(1\cdot h^{-1}\cdot h^3=h^2\). The potential part, \(V\delta\,(\varphi_1-g)\), is only of order \(h^{-1}\cdot h\cdot h^3=h^3\). So it is the gradient of \(\varphi_1\) that must be fitted.

For the direct form, \(\varphi_1=-\tfrac12\ln r\,\varphi_0\), up to a multiple of \(\varphi_0\). To verify it, set \(L=-\tfrac12\ln r\), so that \(L'=-1/(2r)\) and \(\nabla^2L=L''+2L'/r=-1/(2r^2)\). Then, with \(\varphi_0'=-\varphi_0\),

\[
(H-E_0)L\varphi_0=\left(-\tfrac12\nabla^2L+L'\right)\varphi_0=\left(\frac1{4r^2}-\frac1{2r}\right)\varphi_0 .
\]

On an s function the spin part of \(D\) vanishes, because both gradients are radial. This leaves

\[
D\varphi_0=-\frac1{4r^2}\frac{d}{dr}\left[r^2\left(\tfrac12-\tfrac1r\right)\varphi_0'\right]=\left(-\frac1{4r^2}+\frac1{2r}-\frac18\right)\varphi_0 .
\]

The sum of the two lines is \(-\tfrac18\varphi_0\), as required.

The Pauli operator differs from \(D\) by \(-\tfrac18[p^2(H-E_0)+(H-E_0)p^2]\), which is the boxed identity in operator form. Acting on \(\varphi_0\), only \(-\tfrac18(H-E_0)p^2\varphi_0\) survives. The Pauli response therefore has the additional part

\[
\tfrac18p^2\varphi_0=\tfrac14(E_0-V)\varphi_0=\left(\frac1{4r}-\frac18\right)\varphi_0 .
\]

Near the nucleus the gradient of \(\ln r\) is \(1/r\), and \(\int r^2\,r^{-2}dr\) converges there. The gradient of \(1/r\) has magnitude \(1/r^2\), and \(\int r^2\,r^{-4}dr\) diverges. No finite set of Gaussians can fit this gradient with a finite mean-square error. The Pauli form asks the basis for a much more singular function.

This accounts only for the part linear in \(\delta\). The quadratic part is of the same order in \(h\): \(\tfrac14\int V|\nabla\delta|^2\sim h^2\) for the direct form, and an extra \(-\tfrac14\langle p^2\delta|R\rangle\sim h\) for the Pauli form. Added to the extra linear part \(-\tfrac14\langle p^2\varphi_0|R\rangle\), the latter gives the boxed term \(-\tfrac14\langle p^2\varphi|R\rangle\). For fully optimized exponents these two parts cancel, so the argument gives the order of each part but does not show that their sum is nonzero. In the even-tempered sets below they nearly cancel as well: for 34 functions they are \(+0.256\,h\) and \(-0.249\,h\), which leaves \(0.007\,h\). The singular response thus explains the power of \(h\), not the size of the Pauli error.

**Q:** Show me numbers.

**A:** Take exponents \(0.01\times1.6^k\) bohr\(^{-2}\), \(k=0,\dots,n-1\). The corrections are in units of \(\alpha_{\rm fs}^2\) hartree, where \(\alpha_{\rm fs}=1/c\) is the fine-structure constant. For \(n=16\) the Pauli parts are

\[
E_P=-0.54280+0.42491=-0.11789,
\]

while \(E_D=-0.11978\). The difference is \(0.00189\), and direct quadrature of the residual term gives the same. The two Pauli parts miss their limits \(-0.625\) and \(0.5\) by \(+0.0822\) and \(-0.0751\), so most of their errors cancel in the sum.

The errors, approximate minus exact, are:

| \(n\) | energy (hartree) | direct | Pauli |
|---|---|---|---|
| 16 | 3.3e-4 | 5.2e-3 | 7.1e-3 |
| 22 | 5.0e-6 | 3.1e-4 | 8.0e-4 |
| 28 | 7.4e-8 | 1.8e-5 | 1.4e-4 |
| 34 | 1.1e-9 | 1.0e-6 | 3.1e-5 |
| 40 | 1.6e-11 | 6.2e-8 | 7.4e-6 |

Each row raises \(\alpha_{\max}\) by \(1.6^6\approx16.8\). The estimates predict reductions by about 69, 16.8 and 4.1. From \(n=34\) to \(40\) the errors fall by 69, 16.8 and 4.2, which corresponds to powers \(-1.500\), \(-1.001\) and \(-0.509\).

**Q:** At \(n=16\) the advantage is small.

**A:** Yes: the errors are 4.2 % and 5.7 % of the exact correction. In spectroscopic units that is \(-1.400\) and \(-1.378\) cm\(^{-1}\), against \(-1.461\) cm\(^{-1}\). In this series the direct form wins by its rate, and at \(n=40\) its error is smaller by a factor of about 120. The advantage lasts only while the missing cusp dominates the error. With the coarser ratio 3 and the same smallest exponent, both errors change sign as tight functions are added: they are \(-2.4\times10^{-5}\) (direct) and \(-9\times10^{-6}\) (Pauli) for 16 functions, and \(-2.4\times10^{-5}\) and \(-5.3\times10^{-5}\) for 22.

**Q:** Can I continue to any accuracy by adding tight functions?

**A:** Not at a fixed ratio. With ratio 2 and the same smallest exponent, the energy error is \(2.43\times10^{-9}\) hartree for 28 functions and \(2.41\times10^{-9}\) for 32, where the cusp law alone would reduce it 64-fold. Ratio 1.6 goes well below that value, so the remainder comes mainly from the gaps between exponents. These figures concern the energy. Each power holds only while the corresponding remainder in that quantity is negligible, and the three quantities need not reach their remainders at the same basis size.

The limit itself is also only the \(1/c^2\) term for a fixed point nucleus. Higher orders in \(1/c^2\), nuclear motion and size, hyperfine structure and radiative effects must be added before you compare with experiment. A measured line is a difference between two levels, so the other level needs its own corrections, including its \(1/c^2\) term.

## Computed results

```
Hydrogen 1s; corrections in units of alpha_fs^2 hartree
exact correction from Dirac energy: -0.125000
smallest exponent 0.01 bohr^-2, ratio 1.6
Even-tempered sets: n, largest exponent (bohr^-2), E (hartree),
  direct E_D, Pauli E_P, difference E_P - E_D
 10       0.687 -0.48388389569 -0.0643144 -0.0596303 0.0046841
 16      11.529 -0.49967328758 -0.1197838 -0.1178932 0.0018906
 22     193.428 -0.49999498604 -0.1246943 -0.1241975 0.0004968
 28    3245.186 -0.49999992621 -0.1249822 -0.1248591 0.0001231
 34   54445.179 -0.49999999892 -0.1249990 -0.1249688 0.0000302
 40  913438.523 -0.49999999998 -0.1249999 -0.1249926 0.0000074
Errors: n, energy (hartree), direct, Pauli (alpha_fs^2 hartree)
 10 1.612e-02 6.069e-02 6.537e-02
 16 3.267e-04 5.216e-03 7.107e-03
 22 5.014e-06 3.057e-04 8.025e-04
 28 7.379e-08 1.776e-05 1.409e-04
 34 1.077e-09 1.047e-06 3.121e-05
 40 1.569e-11 6.218e-08 7.432e-06
Pauli parts: n, -<p^4>/8, Darwin (alpha_fs^2 hartree)
 10 -0.280478 0.220848
 16 -0.542804 0.424911
 22 -0.605802 0.481604
 28 -0.620362 0.495503
 34 -0.623870 0.498902
 40 -0.624724 0.499732
Observed powers of largest exponent, n = 34 to 40 (no unit):
  energy -1.500, direct -1.001, Pauli -0.509
Energy error with exponent ratio 2 (hartree):
  n=28: 2.426e-09, n=32: 2.415e-09
Checks (alpha_fs^2 hartree):
  n=16 residual term by quadrature: 0.0018906
  n=16 slope of matrix Dirac energy: -0.1197838
  n=10 difference from exponent derivatives: 0.0046841
  non-variational trial, E_P - E_D: -0.547049
  non-variational trial, quadrature: -0.547049
Optimized sets: n, largest exponent (bohr^-2), E (hartree), E_D, E_P
  1   0.28294 -0.4244132 -0.0300211 -0.0300211
  2   1.33250 -0.4858127 -0.0843178 -0.0843178
  3   4.50036 -0.4969793 -0.1097749 -0.1097749
  4  13.01070 -0.4992784 -0.1192550 -0.1192550
alpha_fs^2 hartree = 11.68732 cm^-1
exact correction: -1.46092 cm^-1
n=16: direct -1.39995 cm^-1, Pauli -1.37786 cm^-1
n=40: direct -1.46091 cm^-1, Pauli -1.46083 cm^-1
```
